# The inverse-square current law for void nucleation at blocking line ends, part 2

An electric current drives atoms along a metal line toward $+x$, away from an end at $x=0$ that no atom can cross. Tension builds there until the stress first reaches $\sigma_c$ and a void nucleates, at time $t_n$. How far does $t_n\propto j^{-2}$ hold?

Stress $\sigma$ is hydrostatic, positive in tension. The algebra uses atomic units with $e=1$, keeping $k_B$. The stress obeys Korhonen's equation,

$$\partial_t\sigma=\partial_x\left[\kappa(\partial_x\sigma+G)\right],\qquad \partial_x\sigma\big|_{x=0}=-G,$$

$$\kappa=\frac{DB\Omega}{k_BT},\qquad G=\frac{Z^*\rho j}{\Omega}.$$

Here $D$ is the atomic diffusivity, $B$ the effective modulus of the metal and its confinement, $\Omega$ the atomic volume, $T$ the temperature, $Z^*$ the magnitude of the effective charge number, $\rho$ the resistivity and $j$ the current density.

For a long line with constant $\kappa$ and zero initial stress, $q=\partial_x\sigma+G$ starts at $G$ and is held at zero at the end. Lemma 3 finds

$$q=G\,\mathrm{erf}\frac{x}{2\sqrt{\kappa t}},$$

and Theorem 1 gives

$$t_n=\frac{\pi\sigma_c^2}{4\kappa G^2}.$$

Theorem 2 uses the scaling $X=Gx$, $\theta=G^2t$ to show that $t_n\propto j^{-2}$ also holds on a semi-infinite line with uniform initial stress $\sigma_0<\sigma_c$ and a $\kappa(\sigma)$ that does not otherwise depend on current. For constant $\kappa$,

$$t_n=\frac{\pi(\sigma_c-\sigma_0)^2}{4\kappa G^2}.$$

The missing atoms, as an equivalent length of line, are $\frac1B\int\sigma\,dx$.

The example has $T=573$ K, $j=2$ MA/cm², $\sigma_c=100$ MPa, $B=10$ GPa, $\Omega=12$ Å³, $Z^*=1$, $\rho=4$ µΩ cm and $D=D_0e^{-E/k_BT}$ with $D_0=10^{-5}$ cm²/s and $E=0.90$ eV. Then $k_BT=0.04938$ eV, $\kappa=0.663$ µm²/h, $G=10.68$ MPa/µm and $t_n=104$ h, and the drift velocity due to the wind alone is 0.708 nm/h. A finite-volume solution on a 100 µm line blocked at both ends agrees with this $t_n$. Each variation below keeps these values except where it states a change.

**Uniform thermal stress.** Suppose the line is stress-free 50 K above the test temperature, and its linear expansion coefficient exceeds that of its surroundings by $\Delta\alpha=14$ ppm/K. Cooling by $\Delta T$ leaves a volume mismatch $3\Delta\alpha\Delta T$. With the same confinement modulus, the stress is

$$\sigma_0=3B\Delta\alpha\Delta T=3(10^4\ \mathrm{MPa})(14\times10^{-6})(50)=21\ \mathrm{MPa}.$$

Using $B$ here is a simplification. $B$ describes atoms removed at interfaces, whereas thermal mismatch also acts along the line, whose length the surroundings fix. For an elastic line of Young's modulus $E_Y$, that constraint alone gives an axial stress $E_Y\Delta\alpha\Delta T$ and a hydrostatic stress one third as large, 26 to 30 MPa for $E_Y$ between 110 and 130 GPa as in copper. Lateral confinement with the same mismatch raises it further. With 21 MPa, the nucleation time falls to $104\times(0.79)^2=65$ h. The finite-volume solution gives 64.8 h, and the ratio of its times at 1 and 2 MA/cm² is 4.000. The prefactor changes; the exponent does not.

**Stress-dependent diffusion.** Tension eases vacancy formation. Take $D(\sigma)=D(0)e^{\Omega\sigma/k_BT}$, with the activation volume set equal to $\Omega$. At the critical stress the exponent is 0.152, so the diffusivity is 16% above its zero-stress value. The computed nucleation time is 101 h, about 3% below the constant-$D$ result. The ratio of times at 1 and 2 MA/cm² is again 4.000.

**A localized initial stress.** If the initial stress is $\sigma_0(x)$, scaling turns it into $\sigma_0(X/G)$. The current has not disappeared, and the proof fails. For constant $\kappa$ the direction of the change can be found by superposition. With a reflecting end, diffusion of the initial stress contributes

$$p(t)=\frac{1}{\sqrt{\pi\kappa t}}\int_0^\infty\sigma_0(s)e^{-s^2/4\kappa t}ds
=\frac1{\sqrt\pi}\int_0^\infty\sigma_0(u\sqrt{\kappa t})e^{-u^2/4}du$$

at $x=0$. The second form uses $s=u\sqrt{\kappa t}$. If $\sigma_0$ decreases with distance, $p$ decreases with time. The nucleation condition is

$$t_n=\frac{\pi[\sigma_c-p(t_n)]^2}{4\kappa G^2}.$$

At higher current nucleation comes sooner, more of the initial tension is still at the end, and the time is shortened by more than $j^{-2}$ alone. For an initial stress of 20 MPa at the end, decaying exponentially over 5 µm, the time ratio between 1 and 2 MA/cm² is 4.25 instead of 4.

### Theorem 3: two blocking ends

*Let a line of length $L$ have blocking ends, constant $\kappa$ and zero initial stress. Then*

$$\sigma(0,t)=GL\left[\frac12-\frac4{\pi^2}\sum_{n=1,3,5,\ldots}\frac{e^{-n^2\pi^2\kappa t/L^2}}{n^2}\right].$$

*A void can nucleate only if $GL/2>\sigma_c$, that is, if*

$$jL>(jL)_c=\frac{2\sigma_c\Omega}{Z^*\rho}.$$

*Proof.* No atoms enter or leave, so $\int_0^L\sigma\,dx$ remains zero. The steady state has zero flux everywhere, hence slope $-G$, and zero integral:

$$\sigma_{\rm s}=G\left(\frac L2-x\right).$$

The difference $w=\sigma-\sigma_{\rm s}$ obeys the diffusion equation with zero slope at both ends and starts as $-G(L/2-x)$. It can be expanded in $\cos(n\pi x/L)$, each term decaying as $e^{-n^2\pi^2\kappa t/L^2}$. The constant term vanishes because $L/2-x$ has zero mean. For $n\ge1$, its coefficients are

$$a_n=\frac2L\int_0^L\left(\frac L2-x\right)\cos\frac{n\pi x}{L}\,dx
=\frac{2}{n\pi}\int_0^L\sin\frac{n\pi x}{L}\,dx
=\frac{2L}{n^2\pi^2}\left[1-(-1)^n\right].$$

The boundary term in the integration by parts vanishes because the sine is zero at both ends. Thus $a_n=4L/(n^2\pi^2)$ for odd $n$ and zero for even $n$. Setting $x=0$ in $\sigma_{\rm s}-G\sum a_n\cos(n\pi x/L)e^{-n^2\pi^2\kappa t/L^2}$ gives the series.

Every exponential falls with time, so the end stress rises toward $GL/2$ without reaching it at finite time. It passes $\sigma_c$ if and only if $GL/2>\sigma_c$. The end $x=0$ is also the place of greatest tension: $q=\partial_x\sigma+G$ starts at $G$ and is held at zero at both ends, so diffusion keeps it between zero and $G$, and the slope $q-G$ is never positive. Substituting $G=Z^*\rho j/\Omega$ gives the threshold product. $\square$

For the example the threshold length is $2(100)/10.68=18.7$ µm. Multiplication by the current density gives $(jL)_c\approx3750$ A/cm. Below this product the stress gradient can balance the wind before the end reaches $\sigma_c$. The inverse-square law would still predict a finite time there, and would be wrong without limit.

**Near the threshold.** Write $r=\sigma_c/(GL)$ and $y=\kappa t_n/L^2$. Close to $r=1/2$ the time is long enough to keep only the first exponential:

$$r\simeq\frac12-\frac4{\pi^2}e^{-\pi^2y},\qquad
y\simeq-\frac1{\pi^2}\ln\left[\frac{\pi^2}{4}\left(\frac12-r\right)\right].$$

Differentiation gives $dy/dr=1/[\pi^2(1/2-r)]$. Since $r\propto1/j$, the local current exponent is

$$n=-\frac{d\ln t_n}{d\ln j}=\frac ry\frac{dy}{dr}
\simeq\frac{r}{\pi^2y(1/2-r)}.$$

It diverges at the threshold. For $L=20$ µm, $r=0.468$ and $y=0.258$, so $t_n\approx155.5$ h and $n\approx5.8$. A logarithmic slope taken between currents 2% below and 2% above the test value gives 5.9, because the exponent rises ever more steeply toward the threshold, so its average over the interval exceeds its value at the centre. The long-line law would give 104 h and 2.

### Self-heating and the measured exponent

**Proposition 4.** *Let the ambient temperature be fixed and let the line be hotter by $\Delta T=cj^2$, with constant $c$. Let $D\propto e^{-E/k_BT}$ and let $\rho$ depend on $T$, while the other parameters stay fixed. On a long line with zero initial stress, the local exponent is*

$$n=2+2\Delta T\left[\frac{E}{k_BT^2}-\frac1T+\frac{2}{\rho}\frac{d\rho}{dT}\right],$$

*where $T$ is the temperature of the heated line.*

*Proof.* Theorem 1 gives

$$\ln t_n=\text{constant}+\ln T+\frac{E}{k_BT}-2\ln\rho(T)-2\ln j.$$

Its temperature derivative at fixed $j$ is $1/T-E/(k_BT^2)-2\rho'/\rho$, with $\rho'=d\rho/dT$. Since $\Delta T\propto j^2$, $dT/d\ln j=2\Delta T$. The chain rule and $n=-d\ln t_n/d\ln j$ give the result. $\square$

For an estimate, let heat from a 200 nm thick line flow straight down through 1000 nm of dielectric with conductivity 1 W/(m K). The power per volume is $\rho j^2=1.6\times10^{13}$ W/m³. Multiplication by the metal thickness gives the heat flux; multiplication by the dielectric thickness and division by its conductivity gives

$$\Delta T=\frac{(1.6\times10^{13})(2\times10^{-7})(10^{-6})}{1}\ \mathrm K=3.2\ \mathrm K.$$

With a relative resistivity slope of 0.0017 per K, referred to 573 K, the exponent becomes 2.21. Even this small rise is visible because the activation energy is about 18 times $k_BT$. The estimate omits sideways heat flow, which lowers the rise, and heat from neighbouring lines, which raises it. It also keeps the initial stress zero at every current. If the line is stress-free at ambient temperature, heating adds a compression $3B\Delta\alpha\Delta T\approx1.3$ MPa that grows with current, and the exponent is about 2.16.

### Nucleation is not failure

After nucleation the void surface cannot support tension normal to it, so the stress there is set to zero. Suppose failure requires a void 50 nm long. With both ends of a 100 µm line blocked, the missing atoms must now be shared between the void length $\ell$ and the stressed metal:

$$\ell+\frac1B\int_0^L\sigma\,dx=0.$$

Solving Korhonen's equation from the nucleation profile with this new end condition gives a growth time of 25.5 h. Wind drift alone, at 0.708 nm/h, would need 71 h. The difference comes from the release of tension already stored in the line.

Shortly after nucleation this release can be calculated. Compare the actual stress with the stress that would have continued at a blocking end. Their difference is zero initially and is held near $-\sigma_c$ at $x=0$. By the same error-function solution as in Lemma 3, it is $-\sigma_c\,\mathrm{erfc}[x/(2\sqrt{\kappa s})]$, where $s$ is the time since nucleation. Its slope at the end is $\sigma_c/\sqrt{\pi\kappa s}$. The blocking solution carries no flux there, so the void length is

$$\ell(s)\simeq\frac{\kappa}{B}\int_0^s\frac{\sigma_c\,ds'}{\sqrt{\pi\kappa s'}}
=\frac{2\sigma_c}{B}\sqrt{\frac{\kappa s}{\pi}}.$$

This leading term does not contain the current. At $s=25.5$ h it gives 46 nm, most of the required 50 nm.

While growth is short compared with $t_n$, the growth time depends weakly on current; here its local exponent is 0.24. When growth lasts longer, wind drift takes over and this exponent tends to 1: for a 200 nm void at the same current it is 0.71, and that of the total time is 1.14. For the 50 nm void, the total time combines a part that varies as $j^{-2}$ with a part that depends weakly on current. Its local exponent, taken between currents 5% below and 5% above the test value, is 1.65. A fitted exponent below 2 for the total time does not by itself contradict the nucleation law. Self-heating acts the other way, so an exponent near 2 does not by itself confirm it.

### Beside a real interconnect

The parameters are round values in the rough regime of copper damascene lines under accelerated test. The atomic volume is close to that of copper, and an effective charge number of order one and an activation energy near 0.9 eV are reasonable rough values. The critical stress and effective modulus are much less certain: they depend on interface flaws and on the surrounding dielectric. On a long line with zero initial stress $t_n\propto\sigma_c^2$, so doubling the critical stress multiplies the time by four. With initial tension $\sigma_0$ the time varies as $(\sigma_c-\sigma_0)^2$ and is more sensitive still. The 104 h is a result of the model, not a measured lifetime. Real lines break the assumption of zero initial stress; the 21 MPa considered above lowers the model's time to 65 h.

The same assumption matters more at use temperature. At 378 K the linear resistivity slope used above lowers $\rho$ from 4 to about 2.7 µΩ cm, which weakens the wind. With this resistivity, 1 MA/cm² and zero initial stress, the long-line formula gives about 850 years. The threshold length is now 56 µm: a shorter line would not nucleate a void, a 70 µm line would take about 960 years, and a 100 µm line lies within 1% of the long-line value. If the line was stress-free at 573 K and none of the thermal stress has relaxed, the initial tension is

$$3(10^4\ \mathrm{MPa})(14\times10^{-6})(195)=82\ \mathrm{MPa}.$$

Only 18 MPa remains to be built up by the current, and the time falls to about 28 years. This figure rests on using $B=10$ GPa for the thermal mismatch. The axial constraint alone, $E_Y\Delta\alpha\Delta T/3$ with the Young's modulus of copper, gives 100 to 118 MPa for the same cooling, at or above the critical stress. If the stress-free temperature were 50 K higher, as in the earlier test example, the same formula would give 103 MPa. The threshold would then be exceeded before any current flowed. Relaxation during cooling and storage therefore has to be known before a test result is carried to use temperature.

Scaling a nucleation time by $j^{-2}$ is justified within this model when the line remains long at the lower current, its temperature is the same, and its initial stress is uniform and unchanged. The numerical output below gives the main values for these departures.

## Values computed for the example and the checks

```
Atomic volume: 12.0 angstrom^3
Effective modulus: 10.0 GPa
Effective charge number (magnitude): 1.0
Resistivity at test: 4.0 microohm cm
Relative resistivity slope: 0.0017 per K
Diffusion prefactor: 1.0e-05 cm2/s
Activation energy: 0.90 eV
Test temperature: 573 K
Test current density: 2.0 MA/cm2
Critical stress: 100 MPa
Long line length: 100 um
Thermal energy kT at test: 0.04938 eV
Diffusivity at test: 1.214e-13 cm2/s
Stress diffusivity kappa: 0.6628 um2/h
Wind force: 8.000e-08 eV/angstrom
Hop length: 2.5 angstrom
Wind work per hop over kT: 4.05e-06 (no unit)
Driving gradient G: 10.681 MPa/um
Nucleation time, formula: 103.87 h
Nucleation time, converted: 4.33 days
At 1 MA/cm2: solver 415.49 h, formula 415.48 h
At 2 MA/cm2: solver 103.88 h, formula 103.87 h
At 4 MA/cm2: solver 25.97 h, formula 25.97 h
Fitted current exponent: 1.9998 (no unit)
Length sqrt(kappa t) at nucleation: 8.30 um
Drift velocity: 0.708 nm/h
Missing atoms as line length: 73.5 nm
Threshold length at test current: 18.72 um
Threshold product jL: 3745 A/cm
Short line length: 20 um
Short-line nucleation time: 155.5 h
Short-line current exponent: 5.90 (no unit)
Expansion mismatch: 14 ppm/K
Stress-free temperature offset: 50 K
Thermal stress at test: 21.0 MPa
Time with that uniform stress: 64.8 h
Its time ratio, 1 to 2 MA/cm2: 4.000
Localized stress peak: 20 MPa
Localized stress decay length: 5 um
Localized stress time ratio, 1 to 2 MA/cm2: 4.250
Omega sigma_c/(kT): 0.152 (no unit)
Time with stress-dependent D: 101.2 h
Its time ratio, 1 to 2 MA/cm2: 4.000
Metal thickness: 200 nm
Dielectric thickness: 1000 nm
Dielectric heat conductivity: 1.0 W/(m K)
Joule temperature rise: 3.20 K
Current exponent with Joule heating: 2.212 (no unit)
Void length for failure: 50 nm
Void growth time after nucleation: 25.5 h
Current exponent of total time: 1.65 (no unit)
Use temperature: 378 K
Use current density: 1.0 MA/cm2
Use nucleation time, zero stress: 848 years
Unrelaxed thermal stress at use: 81.9 MPa
Use nucleation time, that stress: 27.8 years
```
